# Shifting the loop momentum in a linearly divergent integral: verification in Python

```python
"""Surface term from shifting the loop momentum in four Euclidean dimensions.

Result under test: if |k|^3 f(k) -> F(n) for large |k|, n = k/|k|, then
    lim_{R->inf} int_{|k|<R} d^4k [f(k+a) - f(k)] = a_nu * oint dOmega n_nu F(n).
For f_mu = k_mu/(k^2+m^2)^2 this is pi^2 a_mu/2; for f = O(|k|^-4) it is zero.
Symbols: k loop momentum, a shift, R cutoff radius, m electron mass (unit of
momentum), par/perp = components along/across the shift, alpha = fine-structure
constant. The QED part compares two momentum routings of the electron self-energy.
"""
import numpy as np
from scipy.constants import fine_structure as alpha

pi = np.pi
m = 1.0
a = 1.5
photon_mass = 0.5
N_RADIAL, N_ANGLE = 300, 120
gl_x, gl_w = np.polynomial.legendre.leggauss(N_RADIAL)

# Angular rule for int_0^pi sin^2(chi) g(cos chi) dchi
chi = pi * np.arange(1, N_ANGLE + 1) / (N_ANGLE + 1)
cos_chi, sin_chi = np.cos(chi), np.sin(chi)
w_chi = pi / (N_ANGLE + 1) * sin_chi**2


def sinh_rule(low, high):
    """Gauss-Legendre rule in s, with k = sinh(s), on low < k < high."""
    s0, s1 = np.arcsinh(low), np.arcsinh(high)
    s = 0.5 * (s1 - s0) * gl_x + 0.5 * (s1 + s0)
    return np.sinh(s), 0.5 * (s1 - s0) * gl_w * np.cosh(s)


def ball(f, R):
    """Integral of f(k_par, k_perp) over the four-dimensional ball |k|<R."""
    k, wk = sinh_rule(0.0, R)
    values = f(k[:, None] * cos_chi, k[:, None] * sin_chi)
    return 4 * pi * np.sum((wk * k**3)[:, None] * w_chi * values)


def shift_change(f, R):
    return ball(lambda x, y: f(x + a, y), R) - ball(f, R)


def surface(f, R):
    """Flux form of the change at finite R, averaged over partial shifts t*a."""
    t, wt = 0.5 * (gl_x + 1), 0.5 * gl_w
    values = f(R * cos_chi + t[:, None] * a, R * sin_chi + 0 * t[:, None])
    return 4 * pi * a * R**3 * np.sum(wt[:, None] * w_chi * cos_chi * values)


def linear_odd(x, y):
    return x / (x**2 + y**2 + m**2)**2


def linear_cubic(x, y):
    return x**3 / (x**2 + y**2 + m**2)**3


def linear_even(x, y):
    return (x**2 + y**2 + m**2)**-1.5


def log_scalar(x, y):
    return (x**2 + y**2 + m**2)**-2.0


def log_tensor(x, y):
    return x**2 / (x**2 + y**2 + m**2)**3


print(f"electron mass m (momentum unit): {m:.1f} m")
print(f"shift a: {a:.2f} m")

# Gauss's theorem at a small radius, where no asymptotic form applies
volume_small, surface_small = shift_change(linear_odd, 3.0), surface(linear_odd, 3.0)
assert abs(volume_small - surface_small) < 1e-9
print(f"R=3 m, volume form of change: {volume_small:.8f} m")
print(f"R=3 m, surface form of change: {surface_small:.8f} m")

# Linear divergence with odd leading term
limit = pi**2 * a / 2
changes = {R: shift_change(linear_odd, R) for R in (10.0, 100.0, 1000.0)}
for R, value in changes.items():
    print(f"linear odd, R={R:.0f} m, change: {value:.7f} m")
assert abs(changes[1000.0] / limit - 1) < 1e-5
mass_coefficient = (changes[100.0] / limit - 1) * 100.0**2
assert abs(mass_coefficient + 2 * m**2) < 0.02
print(f"predicted limit pi^2 a/2: {limit:.7f} m")
print(f"R^2*(change/limit-1) at R=100 m: {mass_coefficient:.5f} m^2")
print(f"limit/(2 pi)^4: {limit / (2 * pi)**4:.6e} m")
print(f"coefficient 1/(32 pi^2): {1 / (32 * pi**2):.6e} (no unit)")

# General angular formula on a different leading function F(n) = n_par^3
cubic = shift_change(linear_cubic, 1000.0)
cubic_flux = a * 4 * pi * np.sum(w_chi * cos_chi * cos_chi**3)
assert abs(cubic / cubic_flux - 1) < 1e-4
print(f"cubic numerator, R=1000 m, change: {cubic:.6f} m")
print(f"cubic numerator, angular formula: {cubic_flux:.6f} m")

# Even linear divergence and logarithmic divergence: no surviving term
for R in (100.0, 1000.0):
    even, logarithmic = shift_change(linear_even, R), shift_change(log_scalar, R)
    assert abs(even / (-3 * pi**2 * a**2 / (4 * R)) - 1) < 0.01
    assert abs(logarithmic / (-pi**2 * a**2 / R**2) - 1) < 0.01
    print(f"linear even, R={R:.0f} m, integral: {ball(linear_even, R):.3f} m")
    print(f"linear even, R={R:.0f} m, change: {even:.6f} m")
    print(f"logarithmic, R={R:.0f} m, integral: {ball(log_scalar, R):.5f} (no unit)")
    print(f"logarithmic, R={R:.0f} m, change: {logarithmic:.4e} (no unit)")
tensor_change = shift_change(log_tensor, 1000.0)
assert abs(tensor_change) < 1e-4
print(f"log tensor, R=1000 m, change: {tensor_change:.4e} (no unit)")

# Massless integrand: contribution of single shells inside and outside |k|=|a|
for k in (1.0, 2.0):
    x, y = k * cos_chi + a, k * sin_chi
    shell = 4 * pi * k**3 * np.sum(w_chi * x / (x**2 + y**2)**2)
    expected = 2 * pi**2 * k**3 / a**3 if k < a else 0.0
    assert abs(shell - expected) < 1e-9
    print(f"massless shell k={k:.0f} m, integral per dk: {abs(shell):.6f} (no unit)")

# Cylindrical region |k_4|<aspect*R, |k_vec|<R, shift along axis 4
R_cyl = 300.0
for aspect in (0.5, 1.0, 2.0):
    k4, w4 = sinh_rule(-aspect * R_cyl, aspect * R_cyl)
    r, wr = sinh_rule(0.0, R_cyl)
    difference = (linear_odd(k4[:, None] + a, r) - linear_odd(k4[:, None], r))
    cylinder = 4 * pi * np.sum(w4[:, None] * wr * r**2 * difference)
    caps = 4 * pi * a * (np.arctan(1 / aspect) - aspect / (1 + aspect**2))
    assert abs(cylinder / caps - 1) < 1e-3
    print(f"cylinder aspect {aspect:.1f}, R=300 m, change: {cylinder:.5f} m")
    print(f"cylinder aspect {aspect:.1f}, cap formula: {caps:.5f} m")

# Wick rotation of the energy integral, with a finite negative imaginary part
theta, w_theta = 0.5 * pi * gl_x, 0.5 * pi * gl_w
energy, w_energy = np.tan(theta), w_theta / np.cos(theta)**2
E2 = 1.0 - 0.5j
real_axis = np.sum(w_energy / (energy**2 - E2)**2)
imaginary_axis = 1j * np.sum(w_energy / (energy**2 + E2)**2)
assert abs(real_axis - imaginary_axis) < 1e-9

# Electron self-energy and zero-transfer vertex from explicit Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = [np.kron(np.array([[0, -1j], [1j, 0]]), s) for s in pauli]
gamma.append(np.diag([1, 1, -1, -1]).astype(complex))
for i in range(4):
    for j in range(4):
        anti = gamma[i] @ gamma[j] + gamma[j] @ gamma[i]
        assert np.allclose(anti, 2 * (i == j) * np.eye(4))
projector = sum(g @ gamma[3] @ g for g in gamma)


def electron_line(x, y):
    """Euclidean propagator 1/(i qslash + m), q = (0, 0, y, x)."""
    slash = x[..., None, None] * gamma[3] + y[..., None, None] * gamma[2]
    return np.linalg.inv(1j * slash + m * np.eye(4))


def loop(p, routing, R, mu, vertex=False):
    """routing=0: electron k, photon k-p; routing=1: electron k+p, photon k.

    Returns the component along p of the self-energy loop, or of the loop
    with a zero-momentum photon inserted in the electron line.
    """
    def integrand(x, y):
        S = electron_line(x + routing * p, y)
        photon = 1 / ((x - (1 - routing) * p)**2 + y**2 + mu**2)
        if vertex:
            matrix = -S @ gamma[3] @ S
        else:
            matrix = S / 1j
        return np.einsum('ab,...ba->...', projector, matrix).real / 4 * photon
    return ball(integrand, R)


p, R_qed, h = a, 1000.0, 1e-3
W = [loop(p, s, R_qed, photon_mass) for s in (0, 1)]
slope = [(loop(p + h, s, R_qed, photon_mass)
          - loop(p - h, s, R_qed, photon_mass)) / (2 * h) for s in (0, 1)]
V = [loop(p, s, R_qed, photon_mass, vertex=True) for s in (0, 1)]
other_mass = [loop(p, s, R_qed, 1.0) for s in (0, 1)]

to_physical = alpha / (4 * pi**3)
B = [-to_physical * w / p for w in W]
minus_slope_sigma = [to_physical * d for d in slope]
vertex_part = [to_physical * v for v in V]
routing_term = -alpha / (4 * pi)

assert abs((B[1] - B[0]) / routing_term - 1) < 1e-4
assert abs((other_mass[1] - other_mass[0]) / (W[1] - W[0]) - 1) < 1e-4
assert abs(V[1] - V[0]) < 1e-3
assert abs(slope[1] - V[1]) < 1e-5
assert abs((slope[0] - V[0]) / (-pi**2) - 1) < 1e-3

print(f"Euclidean length of p: {p:.2f} m; photon mass: {photon_mass:.2f} m")
print(f"QED cutoff R: {R_qed:.0f} m")
print(f"fine-structure constant: {alpha:.9f} (no unit)")
for s in (0, 1):
    print(f"routing {s}, coefficient of pslash in Sigma: {B[s]:.7e} (no unit)")
print(f"routing 1 minus routing 0: {B[1] - B[0]:.7e} (no unit)")
print(f"predicted -alpha/(4 pi): {routing_term:.7e} (no unit)")
for s in (0, 1):
    print(f"routing {s}, vertex part along p: {vertex_part[s]:.7e} (no unit)")
    print(f"routing {s}, -dSigma/dp along p: {minus_slope_sigma[s]:.7e} (no unit)")
mismatch = minus_slope_sigma[0] - vertex_part[0]
print(f"routing 0, Ward identity mismatch: {mismatch:.7e} (no unit)")

print("finished without a failed check")
```

Printed output:

```
electron mass m (momentum unit): 1.0 m
shift a: 1.50 m
R=3 m, volume form of change: 5.67340165 m
R=3 m, surface form of change: 5.67340165 m
linear odd, R=10 m, change: 7.2530786 m
linear odd, R=100 m, change: 7.4007227 m
linear odd, R=1000 m, change: 7.4021885 m
predicted limit pi^2 a/2: 7.4022033 m
R^2*(change/limit-1) at R=100 m: -2.00015 m^2
limit/(2 pi)^4: 4.749430e-03 m
coefficient 1/(32 pi^2): 3.166287e-03 (no unit)
cubic numerator, R=1000 m, change: 3.701091 m
cubic numerator, angular formula: 3.701102 m
linear even, R=100 m, integral: 1934.739 m
linear even, R=100 m, change: -0.166516 m
logarithmic, R=100 m, integral: 81.03479 (no unit)
logarithmic, R=100 m, change: -2.2202e-03 (no unit)
linear even, R=1000 m, integral: 19699.760 m
linear even, R=1000 m, change: -0.016655 m
logarithmic, R=1000 m, integral: 126.48404 (no unit)
logarithmic, R=1000 m, change: -2.2207e-05 (no unit)
log tensor, R=1000 m, change: -5.5516e-06 (no unit)
massless shell k=1 m, integral per dk: 5.848654 (no unit)
massless shell k=2 m, integral per dk: 0.000000 (no unit)
cylinder aspect 0.5, R=300 m, change: 13.32904 m
cylinder aspect 0.5, cap formula: 13.32944 m
cylinder aspect 1.0, R=300 m, change: 5.37962 m
cylinder aspect 1.0, cap formula: 5.37963 m
cylinder aspect 2.0, R=300 m, change: 1.19973 m
cylinder aspect 2.0, cap formula: 1.19973 m
Euclidean length of p: 1.50 m; photon mass: 0.50 m
QED cutoff R: 1000 m
fine-structure constant: 0.007297353 (no unit)
routing 0, coefficient of pslash in Sigma: -7.2770149e-03 (no unit)
routing 1, coefficient of pslash in Sigma: -7.8577190e-03 (no unit)
routing 1 minus routing 0: -5.8070414e-04 (no unit)
predicted -alpha/(4 pi): -5.8070487e-04 (no unit)
routing 0, vertex part along p: 7.3840351e-03 (no unit)
routing 0, -dSigma/dp along p: 6.8033297e-03 (no unit)
routing 1, vertex part along p: 7.3840338e-03 (no unit)
routing 1, -dSigma/dp along p: 7.3840339e-03 (no unit)
routing 0, Ward identity mismatch: -5.8070542e-04 (no unit)
finished without a failed check
```
